# Trigonal warping in bilayer graphene: four cones and the Lifshitz energy

## Problem

In Bernal-stacked bilayer graphene the sites B1 and A2 lie on top of each other and are coupled by $\gamma_1$. Nearest neighbours within a layer are coupled by $\gamma_0$, and the skew hopping $\gamma_3$ couples A1 to B2. Near the valley K, let $\mathbf p$ be the momentum measured from K and $\pi=p_x+ip_y=pe^{i\varphi}$. In the basis (A1, B1, A2, B2) the Hamiltonian linear in momentum is

$$
H=\begin{pmatrix}0&v\pi^\dagger&0&v_3\pi\\ v\pi&0&\gamma_1&0\\ 0&\gamma_1&0&v\pi^\dagger\\ v_3\pi^\dagger&0&v\pi&0\end{pmatrix},\qquad r\equiv\frac{v_3}{v}=\frac{\gamma_3}{\gamma_0},\quad 0<r<1 .
$$

Bias, strain, interactions and the remaining hoppings are left out at first; spin-orbit coupling is left out throughout.

(a) Where do the two middle bands touch, and what winding does each touching carry? Compare the sum with the case $\gamma_3=0$.

(b) At what energy do the separate pockets around the touchings join? Estimate it for $\gamma_0=3.1$ eV, $\gamma_1=0.38$ eV, $\gamma_3=0.35$ eV and lattice constant $a=0.246$ nm.

(c) Which neglected effects are large enough to matter at that energy?

## Solution

### The touching points

$H$ couples A sites only to B sites. With the order (A1, A2; B1, B2) it becomes

$$
H=\begin{pmatrix}0&D\\D^\dagger&0\end{pmatrix},\qquad
D=\begin{pmatrix}v\pi^\dagger&v_3\pi\\ \gamma_1&v\pi^\dagger\end{pmatrix}.
$$

Since $H^2$ has the blocks $DD^\dagger$ and $D^\dagger D$, the energies are $\pm s_1,\pm s_2$, where $s_1\le s_2$ are the singular values of $D$. They satisfy

$$
s_1s_2=|\det D|,\qquad s_1^2+s_2^2=\mathrm{tr}\,D^\dagger D=\gamma_1^2+(2v^2+v_3^2)p^2 .
$$

The middle bands touch where $s_1=0$, that is, where

$$
\det D=v^2\pi^{\dagger2}-\gamma_1v_3\pi=0 .
$$

One root is $p=0$. For the others, division by $p$ gives $v^2p\,e^{-2i\varphi}=\gamma_1v_3e^{i\varphi}$. Equal moduli and equal phases require

$$
p=p_0=\frac{\gamma_1v_3}{v^2},\qquad e^{3i\varphi}=1 .
$$

There are therefore three outer nodes, at $\varphi=0,\ 120^\circ$ and $240^\circ$.

A two-band form shows the structure. For amplitudes $a_1,a_2,b_1,b_2$ on the four sites, the rows of $D$ give

$$
v\pi^\dagger b_1+v_3\pi b_2=Ea_1,\qquad \gamma_1b_1+v\pi^\dagger b_2=Ea_2 .
$$

At $|E|\ll\gamma_1$ and $vp\ll\gamma_1$ the term $Ea_2$ can be dropped. Then $b_1=-v\pi^\dagger b_2/\gamma_1$, and the first row becomes $fb_2=Ea_1$ with

$$
f=v_3\pi-\frac{v^2\pi^{\dagger2}}{\gamma_1}=-\frac{\det D}{\gamma_1},\qquad E\simeq\pm|f| .
$$

For $\gamma_3=0$ this is a quadratic touching, $E=\pm p^2/2m$, with $m=\gamma_1/2v^2$.

### The windings

On a closed loop that avoids the nodes, define

$$
W=\frac1{2\pi}\oint d\arg f=\frac1{2\pi}\oint d\arg\det D ,
$$

taken counterclockwise. The two forms agree because $f$ and $\det D$ differ by a constant factor. The Berry phase, $\pi W$ modulo $2\pi$, cannot distinguish $W=+1$ from $W=-1$, so the integer itself is needed.

**Centre.** For small $p$, $f\simeq v_3\pi$, whose phase advances with $\varphi$. Hence $W=+1$.

**Outer nodes.** Put $\pi=p_0+\delta$ with $\delta=\delta_x+i\delta_y$. The constant terms cancel, and $v^2p_0/\gamma_1=v_3$, so to first order

$$
f\simeq v_3\delta-2v_3\delta^\dagger=v_3(-\delta_x+3i\delta_y).
$$

The map from $(\delta_x,\delta_y)$ to $(-\delta_x,3\delta_y)$ has a negative determinant and reverses the sense of rotation, so $W=-1$. Under $\pi\to e^{2\pi i/3}\pi$ both terms of $f$ acquire the factor $e^{2\pi i/3}$, so the other two nodes also have $W=-1$.

**All four.** On a circle with $p>p_0$ write

$$
\det D=v^2\pi^{\dagger2}\left(1-\frac{\gamma_1v_3\pi}{v^2\pi^{\dagger2}}\right).
$$

The fraction has modulus $p_0/p<1$, so the bracket stays inside a unit disc centred on 1 and cannot encircle zero. The winding is that of $\pi^{\dagger2}$, namely

$$
W_{\rm total}=-2=(+1)+3(-1).
$$

For $\gamma_3=0$ the single quadratic touching also has $W=-2$. As $\gamma_3$ is turned on, no node crosses a circle kept outside $p_0$, which is why the sum is conserved. The valley K$'$ is related to K by complex conjugation and has the opposite windings, with sum $+2$.

The outer cones are elliptical. At an outer node $vp_0=r\gamma_1$ and $v_3p_0=r^2\gamma_1$, so

$$
s_2^2=\gamma_1^2(1+2r^2+r^4)=\gamma_1^2(1+r^2)^2 .
$$

Near the node $s_1=|\det D|/s_2\simeq|f|/(1+r^2)$. The four-band velocities are thus $v_3/(1+r^2)$ along the radius and $3v_3/(1+r^2)$ across it. The central velocity is $v_3$.

### The energy at which the pockets join

On the ray $\varphi=0$ between the centre and an outer node, the two-band energy is $v_3p-v^2p^2/\gamma_1$. Its derivative vanishes at $p=p_0/2$, where the energy is

$$
E_0=\frac{v_3p_0}{4}=\frac{\gamma_1}{4}\left(\frac{v_3}{v}\right)^2 .
$$

The four-band model gives a closed result too. On this ray $D$ is real. Exchanging its columns leaves the singular values unchanged and gives a symmetric matrix with diagonal $(v_3p,\gamma_1)$ and off-diagonal element $vp$. With $x=vp/\gamma_1$, its smaller eigenvalue gives

$$
\frac{E}{\gamma_1}=\frac{1+rx}{2}-S,\qquad S=\sqrt{\frac{(1-rx)^2}{4}+x^2} .
$$

This is positive for $0<x<r$. $S$ is the length of a vector linear in $x$, hence convex, so $E$ is concave and its stationary point is a maximum. Let $A=1+r^2/4$, so that $S^2=Ax^2-rx/2+1/4$. The condition $dS/dx=r/2$ reads

$$
\frac{2Ax-r/2}{2S}=\frac r2\quad\Rightarrow\quad S=\frac{2Ax}{r}-\frac12 .
$$

Squaring, equating to $S^2$, cancelling $1/4$ and dividing by $x$ gives

$$
\frac{4A^2x}{r^2}-\frac{2A}{r}=Ax-\frac r2
\quad\Rightarrow\quad
Ax\left(\frac{4A}{r^2}-1\right)=\frac{2A}{r}-\frac r2 .
$$

The bracket equals $4/r^2$ and the right side equals $2/r$. Therefore $x=r/2A=2r/(4+r^2)$, $S=1/2$, and

$$
E_L=\gamma_1\frac{rx}{2}=\frac{\gamma_1r^2}{4+r^2}=\frac{E_0}{1+r^2/4} .
$$

It remains to show that this is a pass between pockets. At fixed $p$ the sum $s_1^2+s_2^2$ is independent of angle, while

$$
|\det D|^2=v^4p^4+\gamma_1^2v_3^2p^2-2\gamma_1v_3v^2p^3\cos3\varphi
$$

is smallest at $\cos3\varphi=1$. With the sum fixed, $s_1$ grows with $|\det D|$. The point is therefore a minimum in angle and a maximum along the radius: a saddle.

Any other stationary point must also have $\sin3\varphi=0$. On the rays with $\cos3\varphi=-1$,

$$
\frac{E}{\gamma_1}=\sqrt{\frac{(1+rx)^2}{4}+x^2}-\frac{1-rx}{2}
$$

rises steadily for $v_3p<\gamma_1$, a range far wider than the one of interest. On the rays with $\cos3\varphi=1$ beyond $p_0$, the energy is $\gamma_1[S-(1+rx)/2]$. This is convex with zeros at $x=0$ and $x=r$, so it rises as well. Three equivalent saddles remain. Below $E_L$ there are four pockets; above it they form one. This change of topology is the Lifshitz transition.

The linear expansion in momentum does not limit this value. On the lattice, $v\pi^\dagger$ is replaced by $-\gamma_0S_{\mathbf k}$ and $v_3\pi$ by $-\gamma_3S_{\mathbf k}^*$, where $S_{\mathbf k}$ is the sum of the three bond phases. The matrix has the same form in the variable $-\gamma_0S_{\mathbf k}^*$. Near K this variable is a smooth, invertible function of $\mathbf k$, and such a change of coordinates moves a saddle without changing its energy.

### Numbers

Expanding $S_{\mathbf k}$ about K gives $\hbar v=\sqrt3\,a\gamma_0/2=0.660$ eV nm, or $v=1.00\times10^6$ m/s. Then

$$
r=\frac{0.35}{3.1}=0.113,\qquad
\frac{p_0}{\hbar}=\frac{r\gamma_1}{\hbar v}=\frac{0.113\times0.38}{0.660}\ \mathrm{nm^{-1}}=0.065\ \mathrm{nm^{-1}},
$$

$$
E_0=\frac{380\ \mathrm{meV}}4(0.1129)^2=1.211\ \mathrm{meV},\qquad E_L=1.207\ \mathrm{meV}.
$$

The outer nodes are separated from K by only 0.4% of the distance between $\Gamma$ and K. The four-band correction to the energy is 0.3%, much smaller than the effect of uncertainty in $\gamma_3$. Numerical diagonalization of the lattice matrix, followed by maximization along the ray, also gives 1.207 meV.

The area with $0<E<E_L$, found by diagonalization on a momentum grid, gives a carrier density of $2.15\times10^{10}$ cm$^{-2}$ when spin and valley are counted. This is the doping at which the pockets join in the symmetric model.

### A few cases

Here $\gamma_0$ and $\gamma_1$ are held fixed. In the last two rows one of the three skew bonds is increased by $\Delta\gamma_3$, as treated below; no joining energy was computed for them.

| Case | Windings at K | Sum | Joining energy (meV) |
|---|---|---:|---:|
| $\gamma_3=0$ | $-2$ | $-2$ | none |
| $\gamma_3=0.30$ eV | $+1,-1,-1,-1$ | $-2$ | 0.89 |
| $\gamma_3=0.35$ eV | $+1,-1,-1,-1$ | $-2$ | 1.21 |
| $\gamma_3=0.40$ eV | $+1,-1,-1,-1$ | $-2$ | 1.58 |
| 0.35 eV, $\Delta\gamma_3=0.8E_0$ | $+1,-1,-1,-1$ | $-2$ | not computed |
| 0.35 eV, $\Delta\gamma_3=1.2E_0$ | $-1,-1$ | $-2$ | not computed |

### What the symmetric model leaves out

**Electron-hole asymmetry.** The hopping $\gamma_4$ adds $-v_4\pi^\dagger$ to the A1-A2 and B1-B2 elements, with $v_4/v=\gamma_4/\gamma_0$. The dimer sites B1 and A2 may also have an energy $\Delta'$. Let $M$ be the dimer block, with diagonal $\Delta'$ and off-diagonal $\gamma_1$. To first order in $\Delta'/\gamma_1$, its inverse has diagonal $-\Delta'/\gamma_1^2$ and off-diagonal $1/\gamma_1$. A1 couples to (B1, A2) through $(v\pi^\dagger,-v_4\pi^\dagger)$. Eliminating the dimer, with $v_4^2$ neglected, adds to A1 the energy

$$
-\left[-\frac{\Delta'}{\gamma_1^2}v^2p^2-\frac{2vv_4p^2}{\gamma_1}\right]
=\eta\frac{v^2p^2}{\gamma_1},\qquad \eta=\frac{2v_4}{v}+\frac{\Delta'}{\gamma_1},
$$

and the same to B2. Thus $E\simeq\eta v^2p^2/\gamma_1\pm|f|$. Along $\varphi=0$ the coefficient of $p^2$ in the electron band changes from $-v^2/\gamma_1$ to $-(1-\eta)v^2/\gamma_1$. The electron saddle moves to about $E_0/(1-\eta)$ and, likewise, the hole saddle to $-E_0/(1+\eta)$. The outer nodes rise by about $\eta\gamma_1r^2$.

For rough values $\gamma_4=0.14$ eV and $\Delta'=0.015$ eV, $\eta=0.13$. Lattice diagonalization gives saddles at $+1.38$ and $-1.06$ meV and outer nodes at $+0.61$ meV, all relative to the central node. The nodes are then no longer aligned in energy: at neutrality this model has electrons in the central cone and holes in the outer ones.

**Unequal skew bonds.** Increase the skew bond whose phase is 1 at K by $\Delta\gamma_3$, with the other hoppings fixed. To leading order $f$ gains the constant $-\Delta\gamma_3$. The imaginary part of $f=0$ requires $p_y=0$ or $p_x=-p_0/2$. Using $v_3p_0=4E_0$, the real part gives

$$
p_x=\frac{p_0}{2}\left(1\pm\sqrt{1-\frac{\Delta\gamma_3}{E_0}}\right)
\quad\text{or}\quad
\frac{v^2p_y^2}{\gamma_1}=\Delta\gamma_3+3E_0 .
$$

At $\Delta\gamma_3=E_0$ the central cone meets one outer cone and their windings cancel. Two cones with $W=-1$ remain. The required change is 0.35% of $\gamma_3$. A weakened bond also removes two cones, but later: at $\Delta\gamma_3=-3E_0$, about 1% of $\gamma_3$, the second root reaches $p_y=0$, and the central cone and two outer cones merge at $p_x=-p_0/2$ into a single cone with $W=-1$. Which threshold belongs to a stronger bond depends on the sign of the skew element relative to the dimer element, taken opposite here ($-\gamma_3$ and $+\gamma_1$). For equal signs the roles are exchanged: a bond weakened by $E_0$ or strengthened by $3E_0$ leaves two cones. The total winding is robust here, but the number of cones is not.

**Layer bias.** Potentials $\pm u/2$ on the layers open a gap $u$ at the centre, where the zero-energy states are purely A1 and B2. At an outer node the B-type zero state has $|b_1/b_2|=r$, hence weights in the ratio $r^2:1$ on layers 1 and 2; the A-type state is its mirror image. To first order the gap is $u(1-r^2)/(1+r^2)$. A bias $u=E_L$ gives gaps of 1.21 and 1.18 meV. Across 0.335 nm it corresponds to an unscreened field of only 0.036 MV/cm.

**Temperature, disorder and interactions.** $E_L/k_B$ is 14 K. At 1.5 K the full width at half maximum of $-df_{\rm F}/dE$, with $f_{\rm F}$ the Fermi function, is 0.46 meV, already a sizeable part of $E_L$. Broadening $\hbar/2\tau$ equals $E_L$ at $\tau=0.27$ ps. For the unwarped parabola, with $m=0.033$ electron masses and $\tau$ also taken as the transport time, $e\tau/m$ is about $1.4\times10^4$ cm$^2$/Vs. This is not the mobility of carriers in the pockets, where the warping changes the velocities and that mass does not apply. Resolving the pockets needs a longer lifetime. The Coulomb scale $e^2p_0/\kappa\hbar$, in Gaussian units with an assumed dielectric constant $\kappa=4$, is 23 meV before screening by the bilayer's own carriers.

### Reading the estimate for a real bilayer

The magnitudes of the hoppings used are rough typical values for bilayer graphene. The relative sign of the skew and dimer elements cannot be changed by a choice of orbital phases, and the direct overlap of parallel $p_z$ orbitals suggests equal signs, unlike the lattice matrix above. Reversing the sign of $\gamma_3$ amounts to $\pi\to-\pi$: the outer nodes move to $\varphi=60^\circ,\ 180^\circ$ and $300^\circ$, while the windings and the saddle energies stay the same. Because $E_0\propto\gamma_3^2$ at fixed $\gamma_0$ and $\gamma_1$, the range 0.30 to 0.40 eV for $\gamma_3$ moves the result from 0.9 to 1.6 meV. "Near 1 meV" is therefore the appropriate precision. A real device can break the assumptions of equal skew bonds and zero bias, and changes of order 1 meV in either are comparable to $E_L$: in a skew bond they can make two cones annihilate, and as a bias they open gaps at the nodes. The assumption of independent electrons is not secure either: the unscreened Coulomb scale is about twenty times $E_L$. Its size does not predict the interacting ground state, but it shows that the four-cone spectrum is a statement about the band model, which interactions may reconstruct.
